# Why Three Antiphase-Coupled Oscillators Do Not Settle into Ising States

**The argument under review.** The manuscript proposes to solve antiferromagnetic Ising problems with a network of identical spin oscillators. Its reasoning is this: "Each coupling drives its two oscillators into antiphase. Phases 0 and 180 degrees represent spins up and down. The network lowers its total coupling energy, so it settles into the spin arrangement of lowest Ising energy. No further drive is needed."

The first sentence is right for two oscillators. The third does not follow, because the network lowers its energy over all phases, and nothing in the coupling restricts the phases to two values. The smallest frustrated network, a triangle with equal bonds, shows what happens instead.

## 1. The phase equation and its energy

Let oscillator $i$ have complex amplitude $a_i$, carrier frequency $\omega_0$, amplitude restoring rate $\Gamma$ and shear $\nu$, which measures how its frequency depends on its amplitude. The coupling $K>0$ is reciprocal and without delay. To cover the drive that the manuscript dismisses, I include injection at twice the carrier frequency, with strength $S$:

$$\dot a_i=[i\omega_0+\Gamma(1-|a_i|^2)(1-i\nu)]a_i-K\sum_{j\neq i}a_j+2S\cos(2\omega_0t)\,a_i^* .$$

Write $a_i=r_ie^{i(\omega_0t+\phi_i)}$ and divide by $a_i$. The injection term becomes $S(e^{-2i\phi_i}+e^{-4i\omega_0t-2i\phi_i})$. Its second part oscillates at $4\omega_0$ and averages out when $S\ll\omega_0$. For $\nu=0$ the imaginary part of the equation is then

$$\dot\phi_i=-K\sum_{j\ne i}\frac{r_j}{r_i}\sin(\phi_j-\phi_i)-S\sin2\phi_i .$$

The real part shows that $r_i^2-1$ is of order $K/\Gamma$ and $S/\Gamma$. When both are small the amplitude ratios can be set to one, and

$$\dot\phi_i=K\sum_{j\neq i}\sin(\phi_i-\phi_j)-S\sin2\phi_i. \tag{1}$$

For two oscillators with $S=0$, the difference $\delta=\phi_1-\phi_2$ obeys $\dot\delta=2K\sin\delta$. A small $\delta$ grows, while a small departure from $180^\circ$ decays. This is the antiphase coupling the manuscript has in mind.

Now define

$$E=K\sum_{i<j}\cos(\phi_i-\phi_j)-\frac S2\sum_i\cos2\phi_i. \tag{2}$$

Differentiation gives $\partial E/\partial\phi_i=-K\sum_{j\ne i}\sin(\phi_i-\phi_j)+S\sin2\phi_i=-\dot\phi_i$. Hence $\dot E=\sum_i(\partial E/\partial\phi_i)\dot\phi_i=-\sum_i\dot\phi_i^2\le0$. The manuscript is therefore right that an energy decreases. This $E$ has the dimension of a rate; it is a Lyapunov function of the phases, not the energy stored in the oscillators, which are driven and dissipative.

If every phase is 0 or $180^\circ$, with spins $\sigma_i=\pm1$, the coupling part of $E$ equals $K\sum_{i<j}\sigma_i\sigma_j$, the Ising energy. The two problems agree on binary states. The question is whether the flow goes there.

## 2. The triangle without injection

Set $S=0$ and let $Z=\sum_ie^{i\phi_i}$. Expanding the square gives $|Z|^2=3+2\sum_{i<j}\cos(\phi_i-\phi_j)$, so

$$E=\frac K2\left(|Z|^2-3\right). \tag{3}$$

A binary state has $|Z|=1$ (two against one) or $|Z|=3$ (all parallel), hence $E=-K$ or $E=+3K$. The first is the Ising ground state: two bonds are satisfied and one is not.

The smallest conceivable value of (3) has $Z=0$. Then $e^{i\phi_1}+e^{i\phi_2}=-e^{i\phi_3}$, and taking squared moduli gives $2+2\cos(\phi_1-\phi_2)=1$, so $\cos(\phi_1-\phi_2)=-\tfrac12$. The same holds for each pair. Because the three differences taken around the triangle must add to a multiple of $360^\circ$, all are $+120^\circ$ or all are $-120^\circ$. There are two such patterns, of opposite chirality, each free to rotate as a whole. Their energy is

$$E_{120}=-\tfrac32K<-K .$$

No bond is fully satisfied, but each contributes $-K/2$, and three halves exceed the net gain of one that a binary state can achieve.

A lower energy elsewhere does not by itself prove that the binary state is left, since it might be a local minimum. All stationary states are therefore needed. Equation (1) with $S=0$ can be written $\dot\phi_i=K\,\mathrm{Im}(Z^*e^{i\phi_i})$, since the added term $j=i$ vanishes. A stationary state thus has either $Z=0$, or every $e^{i\phi_i}$ parallel or antiparallel to $Z$. The second case is a binary state up to a common rotation.

For small displacements $\eta_i$ of the phases,

$$\dot\eta_i=K\sum_{j\ne i}\cos(\phi_i-\phi_j)\,(\eta_i-\eta_j). \tag{4}$$

- **120-degree state.** Every cosine is $-\tfrac12$, so $\dot\eta_i=-\tfrac K2(3\eta_i-\sum_j\eta_j)$. A uniform rotation has rate 0; the two displacements with zero sum decay at rate $3K/2$.
- **Two against one**, with oscillator 3 opposite. Here $\dot\eta_1=K(\eta_3-\eta_2)$, $\dot\eta_2=K(\eta_3-\eta_1)$ and $\dot\eta_3=K(\eta_1+\eta_2-2\eta_3)$. Insertion gives rate 0 for $(1,1,1)$, rate $-3K$ for $(1,1,-2)$ and rate $+K$ for $(1,-1,0)$.
- **All parallel.** Every cosine is $+1$, so $\dot\eta_i=K(3\eta_i-\sum_j\eta_j)$, with rates $0,3K,3K$.

The Ising ground state is a saddle. Its unstable motion spreads the two equal phases apart. With phases $(a,-a,180^\circ)$ the energy is

$$E/K=\cos2a-2\cos a\approx-1-a^2 .$$

The unsatisfied bond gains $2a^2$, while the two satisfied bonds together lose $a^2$. With equal bonds, the unsatisfied bond therefore pushes the system off the binary state.

Since $E$ is an analytic function on a compact set of phases, each trajectory of this gradient flow converges to a stationary state. The starts that converge to a two-against-one state form a surface in the three-dimensional space of phases, because one direction is unstable; those that end parallel form a line. Both have zero volume. Almost every start therefore ends in a 120-degree pattern.

## 3. The escape in nanoseconds

Take round model parameters: carrier 10 GHz, $K/2\pi=20$ MHz and $\Gamma/2\pi=200$ MHz. Then $K=2\pi\times0.020=0.1257$ rad/ns, the escape time from the Ising ground state is $1/K=7.96$ ns, and the relaxation time to 120 degrees is $2/(3K)=5.31$ ns.

Start at $(0.5^\circ,-0.5^\circ,180^\circ)$, one degree from a ground state in the gap between the like phases. Integration of (1) gives:

| time (ns) | gap 1–2 (deg) | gap 2–3 (deg) | $E/K$ |
|---|---|---|---|
| 0 | 1.00 | 179.50 | −1.0001 |
| 20 | 12.26 | 173.87 | −1.0114 |
| 40 | 89.71 | 135.14 | −1.4127 |
| 60 | 119.08 | 120.46 | −1.4999 |
| 100 | 120.00 | 120.00 | −1.5000 |

The linear rate predicts a gap of $1^\circ\times e^{0.1257\times20}=12.3^\circ$ at 20 ns, close to the integrated value. After that the growth saturates. A measurement in the first few nanoseconds would have found nearly binary phases, but these were supplied by the start and were being lost.

From 600 random starts, each followed for a time $60/K$, every run ended at gaps of 120 degrees, to within $10^{-12}$ degrees.

## 4. Could the phases simply be rounded?

The authors may reply that a readout can assign each phase to the nearer of two opposite directions. For the triangle this works. Three phases spaced by 120 degrees do not fit into a half circle, so a dividing line that passes through none of them separates two from one. The result is an Ising ground state. The triangle thus refutes the claim that the oscillators settle into binary states, but not the usefulness of rounding.

Rounding fails elsewhere, even without frustration. Take six oscillators in a ring with equal nearest-neighbour bonds $K$. Alternating phases satisfy every bond, and $E=-6K$. Consider instead $\phi_j=120^\circ j$, which closes after two full turns. The two neighbours of each oscillator pull with $K[\sin(-120^\circ)+\sin120^\circ]=0$, so the state is stationary. Each cosine is $-\tfrac12$, and a displacement $\eta_j\propto e^{iqj}$ has the rate

$$-\frac K2(2-2\cos q)=-K(1-\cos q)\le0,$$

which vanishes for uniform rotation, $q=0$, and is negative for the other allowed $q$. This twisted state is stable, with $E=-3K$. Rounding gives a pattern such as $++-++-$, with four unequal and two equal bonds, hence an Ising energy of $2K-4K=-2K$ in place of $-6K$. Of 400 random starts, 15.0% (sampling error about 2 points) ended above $-4.5K$ and so missed the ground state. The continuous landscape has its own traps.

## 5. What twice-frequency injection changes

The injection term in (2) is lowest at phases 0 and $180^\circ$ and treats the two alike. It gives every binary state of the triangle the same energy, $-3S/2$, so it favours binary phases without choosing among them. Linearizing $-S\sin2\phi_i$ at either phase adds $-2S$ to every rate found in Section 2. The most unstable rates become

$$K-2S\ \text{(two against one)},\qquad 3K-2S\ \text{(parallel)}.$$

The Ising ground states are stable for $S>K/2$, here $S/2\pi>10$ MHz. The wrong, parallel states also become stable for $S>3K/2$, here 30 MHz.

**Below the threshold.** For phases $(a,-a,180^\circ)$, equation (2) gives

$$E=(K-S)\cos2a-2K\cos a-\frac S2,$$

$$\frac{dE}{da}=2\sin a\,[K-2(K-S)\cos a].$$

Besides $a=0$ there is a stationary point at $\cos a=K/[2(K-S)]$, which exists with $a\neq0$ for $S<K/2$. Inserting it, with $\cos2a=2\cos^2a-1$,

$$E=\frac{K^2}{2(K-S)}-(K-S)-\frac{K^2}{K-S}-\frac S2=-\frac{K^2}{2(K-S)}-K+\frac S2 .$$

Subtracting the binary energy $-K-3S/2$ leaves

$$2S-\frac{K^2}{2(K-S)}=\frac{4S(K-S)-K^2}{2(K-S)}=-\frac{(K-2S)^2}{2(K-S)}<0 .$$

Weak injection therefore bends the 120-degree state towards a binary one but does not produce it. At $S/2\pi=8$ MHz, or $S=0.4K$, the difference is $-0.04/1.2=-0.033$ in units of $K$. The lowest energy reached from the 600 starts was $-1.6333K$, against $-1.6000K$ for the best binary state, and the smallest gap there was $67.11^\circ$, which is $2\arccos(1/1.2)$.

**Above the threshold.** With $c_i=\cos\phi_i$, $s_i=\sin\phi_i$ and $\cos2\phi_i=1-2s_i^2$, the energy relative to the two-against-one state is

$$E+K+\frac{3S}2=K\Big(1+\sum_{i<j}c_ic_j\Big)+K\sum_{i<j}s_is_j+S\sum_is_i^2 .$$

For $S\ge K/2$ the last two terms are at least $\tfrac K2(\sum_is_i)^2\ge0$. The first bracket is not negative either: $\sum_{i<j}c_ic_j$ is linear in each $c_i$, so its minimum lies at $c_i=\pm1$, where it equals $-1$ or 3. The Ising ground state is then the global minimum of $E$.

A global minimum need not be reached from every start. At a constant $S/2\pi=20$ MHz all 600 runs did end two against one. At 60 MHz, with the same starts, 13.7% (sampling error about 1.4 points) ended in the parallel state. If injection acted alone, each phase would go to the nearer of 0 and $180^\circ$, and a quarter of random starts would end parallel. At 60 MHz the coupling lowers this share but does not remove it, because the parallel state is itself stable. The 13.7% is a result of the phase model; with the $\Gamma$ of Section 3, $S/\Gamma=0.3$ is not small, so the share in the full amplitude equations will differ somewhat. The window from 10 to 30 MHz belongs to this triangle with $\nu=0$; it is not a rule for other networks.

## 6. Equal bonds matter

Let the bond between oscillators 1 and 2 have strength $kK$, with the others kept at $K$ and $S=0$. Then $E/K=k\cos2a-2\cos a$, whose derivative is $2\sin a\,(1-2k\cos a)$. For $k>\tfrac12$ the phases open to $\cos a=1/(2k)$. For $k<\tfrac12$ that solution is absent, and the rate of the spreading motion at the binary state, from (4) with the weaker bond, is $(2k-1)K<0$. The triangle then becomes binary unaided. In runs from 50 random starts, the median gap across the altered bond was $88.83^\circ$ for $k=0.7$ and $0.00^\circ$ for $k=0.4$. A device that shows binary phases without injection has therefore not confirmed the manuscript's argument; its bonds may be unequal.

## 7. How far the phase model can be trusted

The parameters above are meant to lie in the rough regime of nano-constriction spin Hall oscillators, which run at gigahertz frequencies. I estimate the neglected effects with a shear $\nu=1$, frequency errors of $+2$, 0 and $-2$ MHz, and a free linewidth of 1 MHz, all chosen round values.

**Amplitude and shear.** In the 120-degree pattern with equal amplitudes, $\sum_{j\ne i}a_j=-a_i$, so the coupling acts as a gain $+K$. Balance requires $\Gamma(1-r^2)+K=0$, or $r^2=1+K/\Gamma=1.10$. Shear then shifts all three frequencies by the same $\nu K$ and leaves the gaps alone. Forty random starts of the full amplitude equations with $\nu=1$ all reached 120 degrees within 150 ns. The pattern remains stationary for any $\nu$, but not stable: linearizing the amplitude equations about it at $\Gamma=10K$ gives a leading rate of about $-1.3K$ for $\nu=1$, $-0.6K$ for $\nu=3$ and $+0.3K$ for $\nu=5$, and a smaller $\Gamma/K$ lowers the shear at which stability is lost. The 120-degree result therefore applies to weakly sheared oscillators only. In a two-against-one state the amplitudes are not equal: for $\nu=0$ the real part of the equation gives $r_3/r_1\approx1.08$ for the minority oscillator 3. The spreading rate is then $K(2-r_3/r_1)-2S$ instead of $K-2S$, which changes the escape time from 7.96 to about 8.7 ns and the lower injection threshold from 10 to about 9.2 MHz.

**Frequency mismatch.** In the phase model without shear, an offset $\Delta\omega_i$, with zero sum over the triangle, displaces a phase by $\Delta\omega_i/(3K/2)$ to first order. To this order the largest gap error is $2\times2/(1.5\times20)=0.133$ rad, or $7.6^\circ$. The amplitude equations with $\nu=1$ give $5.6^\circ$; the figures do not separate the parts played by shear, amplitude and nonlinearity.

**Phase noise.** If a free phase diffuses as $\langle\Delta\phi^2\rangle=2Dt$, its Lorentzian line has full width $D/\pi$, so $D/K=\pi\times1/(2\pi\times20)=0.025$. Each normalized zero-sum displacement has variance $D/(3K/2)$, and a gap is $\sqrt2$ times such a displacement. Its rms value is $\sqrt{2\times0.025/1.5}=0.183$ rad, or $10.5^\circ$; a stochastic simulation of (1) gives $10.7^\circ$. To reverse its chirality the triangle must pass a saddle at $E=-K$, a barrier of $K/2=20D$. Without shear the stationary density varies as $e^{-E/D}$, so such reversals are rare. With shear the phase flow is no longer the gradient of $E$, and this barrier estimate does not carry over directly.

**Shear with injection.** This is a serious limitation already at $\nu=1$, and it affects Section 5. To leading order, $\Gamma(r_i^2-1)=-K\sum_{j\ne i}\cos(\phi_i-\phi_j)+S\cos2\phi_i$, and shear adds $\nu$ times this to $\dot\phi_i$. In a two-against-one state the majority is pulled by $\nu S$ and the minority by $\nu(2K+S)$, so binary phases are no longer stationary. In 20 runs at $S/2\pi=20$ MHz with $\nu=1$, all phases locked, in the sense of moving less than $2^\circ$ over 6 ns, but some stood as far as about $49^\circ$ from the 0–180 axis (the run gives $48.9^\circ$, which the time-step error described next lowers by about half a degree). With $\nu=0$ the largest departure was $0.45^\circ$, and this is mostly time-step error: each fourth-order step of $h=0.004$ ns lags by $(\omega_0h)^5/120=8.4\times10^{-6}$ rad, a false frequency offset of $0.0021$ rad/ns, which divided by $2S$ displaces the phases by about $0.48^\circ$. The thresholds of 10 and 30 MHz should not be applied to strongly sheared devices.

Fabricated oscillators can differ in frequency by much more than the 2 MHz assumed here. At ten times that value the linear gap error would be $76^\circ$, outside the range of the estimate, and the pattern need not survive. Coupling delay is a further concern: at 10 GHz one picosecond is already $3.6^\circ$ of phase, and to leading order a delay $\tau$ multiplies the antiphase pull between two oscillators by $\cos\omega_0\tau+\nu\sin\omega_0\tau$. At this order, and without shear, a quarter period, 25 ps, cancels the pull from which the whole argument starts; with $\nu=1$ this happens at 37.5 ps. Corrections of relative order $K/\Gamma$, here about a tenth, can leave a weak pull at these delays.

## Requested revision

The authors should state whether their bonds are equal, give the injection strength relative to $K$, and show measured phases before any rounding. The claim that antiphase coupling alone produces Ising states should be withdrawn. The results of the simulations quoted in this comment appear in the numerical output below; the other figures follow from the formulas given.

## Numbers as computed

```
INPUTS
carrier frequency            10 GHz
coupling K/2pi               20 MHz
restoring rate Gamma/2pi     200 MHz
shear nu                     1.0
frequency errors +/-         2 MHz
free linewidth (FWHM)        1 MHz
TRIANGLE WITHOUT INJECTION
lowest E/K, all phases       -1.5000
binary E/K, lowest, highest  -1.0000, 3.0000
growth rates/K 120-degree   -1.50, -1.50, 0.00
growth rates/K two-one      -3.00, -0.00, 1.00
growth rates/K parallel     0.00, 3.00, 3.00
random starts                600
worst gap error at end       8.0e-13 deg
relaxation time 2/(3K)       5.31 ns
escape time 1/K from binary  7.96 ns
RUN FROM NEAR BINARY: t (ns), gaps 12, 23, 31 (deg), E/K
   0     1.00  179.50  179.50  -1.00008
  20    12.26  173.87  173.87  -1.01138
  40    89.71  135.14  135.14  -1.41273
  60   119.08  120.46  120.46  -1.49990
  80   119.98  120.01  120.01  -1.50000
 100   120.00  120.00  120.00  -1.50000
WITH INJECTION (nu = 0)
two-one stable above S/2pi   10 MHz
parallel stable above S/2pi  30 MHz
S/2pi = 8 MHz: lowest E/K   -1.6333
  lowest binary E/K          -1.6000
  smallest phase gap         67.11 deg
S/2pi = 20 MHz: wrong ends   0.0 %
S/2pi = 60 MHz: wrong ends   13.7 %
OTHER NETWORKS WITHOUT INJECTION
gap across bond 0.4 K        0.00 deg
gap across bond 0.7 K        88.83 deg
six-ring twisted E/K         -3.0000
six-ring rounded E/K         -2
six-ring ground E/K          -6.0000
six-ring random starts stuck 15.0 % of 400
NEGLECTED EFFECTS
power |a|^2 at 120 degrees   1.1000 (uncoupled: 1)
gap error with shear         4.1e-08 deg
mismatch gap error, linear   7.64 deg
mismatch gap error, full     5.60 deg
noise gap rms, linear        10.46 deg
noise gap rms, simulated     10.67 deg
chirality barrier/D          20.0
pumped nu=0: worst off-axis  0.45 deg
pumped nu=1: locked runs     100 % of 20
pumped nu=1: worst off-axis  48.9 deg
```
